# Spinor brackets for massless momenta: definitions and four working identities: a program that tests the result

```python
"""Spinor brackets for real massless momenta, metric (+,-,-,-).
Results under test:
  <ij> = -<ji>,  [ij] = -[ji],  <ij>[ji] = s_ij = 2 p_i.p_j,
  <ij><kl> + <ik><lj> + <il><jk> = 0 (also for square brackets),
  <i|gamma^mu|j] <k|gamma_mu|l] = 2 <ik>[lj].
The matrix P = p0 + p.sigma factors as lam lamt^T. Energies may be negative
(incoming particles counted as outgoing). Momenta are in GeV.
"""
import itertools
import numpy as np
import sympy as sp

I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SIGMA = np.array([I2, *PAULI])
SIGMABAR = np.array([I2, *(-PAULI)])
GAMMA = np.array([np.block([[Z2, s], [sb, Z2]])
                  for s, sb in zip(SIGMA, SIGMABAR)])
METRIC = np.diag([1.0, -1.0, -1.0, -1.0])
EPS = np.array([[0, 1], [-1, 0]], dtype=complex)
TOL = 1e-10


def dot(p, q):
    return p @ METRIC @ q


def slash(p):
    return np.einsum('m,mab->ab', METRIC @ p, GAMMA)


def two_spinors(p):
    """Return lam and lamt with p0 + p.sigma = lam lamt^T."""
    sign = np.sign(p[0])
    q = sign * p
    plus = q[0] + q[3]
    if plus > 1e-12 * q[0]:
        lam = np.array([plus, q[1] + 1j * q[2]]) / np.sqrt(plus)
    else:
        lam = np.array([0, np.sqrt(2 * q[0])], dtype=complex)
    return lam, sign * lam.conj()


class Massless:
    """Four-component kets and bras of one massless momentum."""
    def __init__(self, p):
        self.p = np.array(p, dtype=float)
        self.lam, self.lamt = two_spinors(self.p)
        zero = np.zeros(2)
        self.ket_a = np.concatenate([zero, self.lam])
        self.ket_s = np.concatenate([-EPS @ self.lamt, zero])
        self.bra_a = np.concatenate([zero, self.lam @ EPS])
        self.bra_s = np.concatenate([self.lamt, zero])


def angle(i, j):
    return i.bra_a @ j.ket_a


def square(i, j):
    return i.bra_s @ j.ket_s


def current(i, j):
    """Components of <i|gamma^mu|j]."""
    return np.array([i.bra_a @ g @ j.ket_s for g in GAMMA])


def close(a, b, tol=TOL):
    return np.allclose(a, b, rtol=tol, atol=tol)


# Symbolic: determinant of P is p^2, so only massless P has rank one.
e, x, y, z = sp.symbols('e x y z', real=True)
P_symbolic = sp.Matrix([[e + z, x - sp.I * y], [x + sp.I * y, e - z]])
assert sp.expand(P_symbolic.det() - (e**2 - x**2 - y**2 - z**2)) == 0

# Clifford algebra and the sigma-matrix identities.
for m, n in itertools.product(range(4), repeat=2):
    anti = GAMMA[m] @ GAMMA[n] + GAMMA[n] @ GAMMA[m]
    assert close(anti, 2 * METRIC[m, n] * np.eye(4))
for s, sb in zip(SIGMA, SIGMABAR):
    assert close(EPS @ sb @ EPS.T, s.T)
sigma_sum = np.einsum('mn,mab,ncd->abcd', METRIC, SIGMA, SIGMA)
assert close(sigma_sum, 2 * np.einsum('ac,bd->abcd', EPS, EPS))

# Worked momenta: incoming beams and outgoing pair, then all outgoing.
beam_a = np.array([3.0, 0, 0, 3])
beam_b = np.array([3.0, 0, 0, -3])
out_3 = np.array([3.0, 1, 2, 2])
out_4 = np.array([3.0, -1, -2, -2])
example = [Massless(p) for p in (-beam_a, -beam_b, out_3, out_4)]

rng = np.random.default_rng(12)
generic = []
for energy_sign in (1, 1, -1, 1, -1):
    v = rng.normal(size=3)
    generic.append(Massless(energy_sign * np.array([np.linalg.norm(v), *v])))

for group in (example, generic):
    for i in group:
        assert close(dot(i.p, i.p), 0)
        P = i.p[0] * I2 + np.einsum('k,kab->ab', i.p[1:], PAULI)
        assert close(np.outer(i.lam, i.lamt), P)
        assert close(slash(i.p) @ i.ket_a, 0)
        assert close(slash(i.p) @ i.ket_s, 0)
        complete = np.outer(i.ket_a, i.bra_s) + np.outer(i.ket_s, i.bra_a)
        assert close(complete, slash(i.p))
        assert close(current(i, i), 2 * i.p)
    for i, j in itertools.product(group, repeat=2):
        s_ij = dot(i.p + j.p, i.p + j.p)
        assert close(angle(i, j), -angle(j, i))
        assert close(square(i, j), -square(j, i))
        assert close(angle(i, j) * square(j, i), s_ij)
        assert close(abs(angle(i, j))**2, abs(s_ij))
        assert close(abs(square(i, j))**2, abs(s_ij))
        relative_sign = np.sign(i.p[0] * j.p[0])
        assert close(square(i, j), relative_sign * angle(j, i).conj())
        reverse = np.array([j.bra_s @ g @ i.ket_a for g in GAMMA])
        two_component = np.array([j.lamt @ s @ i.lam for s in SIGMA])
        assert close(current(i, j), reverse)
        assert close(current(i, j), two_component)
    for i, j, k, l in itertools.product(group, repeat=4):
        for br in (angle, square):
            total = br(i, j) * br(k, l) + br(i, k) * br(l, j)
            assert close(total + br(i, l) * br(j, k), 0)
        vector = (j.lam * angle(k, l) + k.lam * angle(l, j)
                  + l.lam * angle(j, k))
        assert close(vector, 0)
        contraction = dot(current(i, j), current(k, l))
        assert close(contraction, 2 * angle(i, k) * square(l, j))

# Momentum conservation in bracket form.
assert close(sum(i.p for i in example), 0)
for i, j in itertools.product(example, repeat=2):
    assert close(sum(angle(i, k) * square(k, j) for k in example), 0)

# Independent helicity eigenvectors, with whatever phase eigh supplies.
g0, g1 = generic[0], generic[1]
vectors = []
for i in (g0, g1):
    h = np.einsum('k,kab->ab', i.p[1:], PAULI)
    vectors.append(np.sqrt(2 * i.p[0]) * np.linalg.eigh(h)[1][:, -1])
assert close(abs(np.linalg.det(np.array(vectors)))**2, 2 * dot(g0.p, g1.p))

# Unlinked phases of the two helicities spoil antisymmetry, not the product.
phase = np.exp(0.7j)
angle_01 = (phase.conjugate() * g0.bra_a) @ g1.ket_a
angle_10 = g1.bra_a @ g0.ket_a
square_10 = g1.bra_s @ (phase * g0.ket_s)
assert abs(angle_01 + angle_10) > 0.1 * abs(angle_10)
assert close(angle_01 * square_10, 2 * dot(g0.p, g1.p))

# Rescaling lam by t and lamt by 1/t preserves P and the invariant.
t = 1.3 * np.exp(0.4j)
lam_t, lamt_t = t * g0.lam, g0.lamt / t
assert close(np.outer(lam_t, lamt_t), np.outer(g0.lam, g0.lamt))
scaled = (lam_t @ EPS @ g1.lam) * (-g1.lamt @ EPS @ lamt_t)
assert close(scaled, 2 * dot(g0.p, g1.p))

# Left-left muon-pair amplitude: brackets against phase-free traces.
p1, p2, p3, p4 = example
current_e, current_mu = current(p2, p1), current(p3, p4)
contracted = dot(current_e, current_mu)
bracket_result = 2 * angle(p2, p3) * square(p4, p1)
s12 = dot(p1.p + p2.p, p1.p + p2.p)
amplitude = abs(bracket_result) / s12
left = np.diag([1, 1, 0, 0])


def trace_tensor(p, q):
    return np.array([[np.trace(left @ slash(p) @ gm @ slash(q) @ gn)
                      for gn in GAMMA] for gm in GAMMA])


tensor_e = trace_tensor(beam_b, beam_a)
tensor_mu = METRIC @ trace_tensor(out_3, out_4) @ METRIC
trace_squared = np.sum(tensor_e * tensor_mu)
cos_theta = beam_a[1:] @ out_3[1:] / (beam_a[0] * out_3[0])
assert close(trace_squared, abs(contracted)**2)
assert close(amplitude, 1 + cos_theta)


def show(value):
    value = complex(value)
    re, im = round(value.real, 4) + 0.0, round(value.imag, 4) + 0.0
    return f"{re:.4f}{im:+.4f}i"


def show_vector(values):
    return "(" + ", ".join(show(v) for v in values) + ")"


print("All-outgoing momenta (E, px, py, pz) in GeV")
for n, i in enumerate(example, 1):
    print(f"p{n} = ({', '.join(f'{c + 0.0:.0f}' for c in i.p)})")
print("Two-component spinors in GeV^(1/2)")
for n, i in enumerate(example, 1):
    print(f"lambda{n} = {show_vector(i.lam)}")
    print(f"lambda-tilde{n} = {show_vector(i.lamt)}")
print("Brackets in GeV; product and s_ij in GeV^2")
for a, b in itertools.combinations(range(4), 2):
    i, j = example[a], example[b]
    tag = f"{a + 1}{b + 1}"
    rev = f"{b + 1}{a + 1}"
    print(f"<{tag}> = {show(angle(i, j))}, [{rev}] = {show(square(j, i))}")
    print(f"  <{tag}>[{rev}] = {show(angle(i, j) * square(j, i))},"
          f" s_{tag} = 2p.p = {2 * dot(i.p, j.p):.4f}")
terms = [angle(p1, p2) * angle(p3, p4), angle(p1, p3) * angle(p4, p2),
         angle(p1, p4) * angle(p2, p3)]
print("Schouten terms in GeV^2")
for name, term in zip(("<12><34>", "<13><42>", "<14><23>"), terms):
    print(f"{name} = {show(term)}")
print(f"sum = {show(sum(terms))}")
print("Currents in GeV, upper index mu = 0,1,2,3")
print(f"<2|gamma^mu|1] = {show_vector(current_e)}")
print(f"<3|gamma^mu|4] = {show_vector(current_mu)}")
print(f"contraction, explicit sum = {show(contracted)} GeV^2")
print(f"2<23>[41] = {show(bracket_result)} GeV^2")
print(f"squared contraction from traces = {trace_squared.real:.4f} GeV^4")
print(f"cos(theta) = {cos_theta:.4f} (dimensionless)")
print(f"|M|/e^2, left-left muon pair = {amplitude:.4f} (dimensionless)")
print(f"|M|^2/e^4 = {amplitude**2:.4f} (dimensionless)")
print("all assertions hold")
```

Running it gives:

```
All-outgoing momenta (E, px, py, pz) in GeV
p1 = (-3, 0, 0, -3)
p2 = (-3, 0, 0, 3)
p3 = (3, 1, 2, 2)
p4 = (3, -1, -2, -2)
Two-component spinors in GeV^(1/2)
lambda1 = (2.4495+0.0000i, 0.0000+0.0000i)
lambda-tilde1 = (-2.4495+0.0000i, 0.0000+0.0000i)
lambda2 = (0.0000+0.0000i, 2.4495+0.0000i)
lambda-tilde2 = (0.0000+0.0000i, -2.4495+0.0000i)
lambda3 = (2.2361+0.0000i, 0.4472+0.8944i)
lambda-tilde3 = (2.2361+0.0000i, 0.4472-0.8944i)
lambda4 = (1.0000+0.0000i, -1.0000-2.0000i)
lambda-tilde4 = (1.0000+0.0000i, -1.0000+2.0000i)
Brackets in GeV; product and s_ij in GeV^2
<12> = 6.0000+0.0000i, [21] = 6.0000+0.0000i
  <12>[21] = 36.0000+0.0000i, s_12 = 2p.p = 36.0000
<13> = 1.0954+2.1909i, [31] = -1.0954+2.1909i
  <13>[31] = -6.0000+0.0000i, s_13 = 2p.p = -6.0000
<14> = -2.4495-4.8990i, [41] = 2.4495-4.8990i
  <14>[41] = -30.0000+0.0000i, s_14 = 2p.p = -30.0000
<23> = -5.4772+0.0000i, [32] = 5.4772+0.0000i
  <23>[32] = -30.0000+0.0000i, s_23 = 2p.p = -30.0000
<24> = -2.4495+0.0000i, [42] = 2.4495+0.0000i
  <24>[42] = -6.0000+0.0000i, s_24 = 2p.p = -6.0000
<34> = -2.6833-5.3666i, [43] = -2.6833+5.3666i
  <34>[43] = 36.0000+0.0000i, s_34 = 2p.p = 36.0000
Schouten terms in GeV^2
<12><34> = -16.0997-32.1994i
<13><42> = 2.6833+5.3666i
<14><23> = 13.4164+26.8328i
sum = 0.0000+0.0000i
Currents in GeV, upper index mu = 0,1,2,3
<2|gamma^mu|1] = (0.0000+0.0000i, -6.0000+0.0000i, 0.0000+6.0000i, 0.0000+0.0000i)
<3|gamma^mu|4] = (0.0000+0.0000i, -1.7889+5.3666i, -3.5777-2.6833i, 4.4721+0.0000i)
contraction, explicit sum = -26.8328+53.6656i GeV^2
2<23>[41] = -26.8328+53.6656i GeV^2
squared contraction from traces = 3600.0000 GeV^4
cos(theta) = 0.6667 (dimensionless)
|M|/e^2, left-left muon pair = 1.6667 (dimensionless)
|M|^2/e^4 = 2.7778 (dimensionless)
all assertions hold
```
